# Pairing time of interstitial iron with boron acceptors: two derivations: a program that tests the result

```python
"""
Result under test: mobile positive iron (diffusivity D) is captured by fixed
negative acceptors (density N_A) with the pairing time
    tau = eps*k*T / (q^2 * D * N_A).
Rc  = q^2/(4 pi eps k T): Coulomb radius, where the attraction equals kT
L   = sqrt(eps k T/(q^2 N_A)): Debye length of holes with density N_A
a   = contact radius at which iron is captured
psi = attraction energy divided by kT (positive where iron is attracted)
Conditions: uniform neutralising hole charge, uniform initial iron, a << Rc,
no dissociation.  Silicon parameters are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.ndimage import map_coordinates
from scipy.special import erfc

q, kB, eps0 = const.e, const.k, const.epsilon_0

# Rough inputs for boron-doped silicon
eps_r = 11.7
D0 = 1.0e-7             # m^2/s
E_move = 0.67           # eV
contact = 0.24e-9       # m, also the jump length
N_A = 1.0e22            # m^-3
N_Fe = 1.0e18           # m^-3
T = 300.0               # K
E_boron = 0.045         # eV above valence band
E_iron = 0.38           # eV above valence band
E_bind = 0.60           # eV, pair binding energy
N_sites = 5.0e28        # m^-3, interstitial sites
N_near = 4              # pair sites next to one boron
Nv300 = 3.0e25          # m^-3, valence band density of states at 300 K
eps = eps_r * eps0


def diffusivity(temp):
    return D0 * np.exp(-E_move * q / (kB * temp))


def coulomb_radius(temp):
    return q**2 / (4 * np.pi * eps * kB * temp)


def debye_length(temp, density):
    return np.sqrt(eps * kB * temp / (q**2 * density))


def pairing_time(temp, density):
    return eps * kB * temp / (q**2 * diffusivity(temp) * density)


def capture_radius_ode(ratio):
    """Integrate the steady radial equation; lengths in Rc, ratio = Rc/a."""
    sol = solve_ivp(lambda u, c: c - 1.0, (ratio, 0.0), [0.0],
                    rtol=1e-10, atol=1e-12)
    return 1.0 / sol.y[0, -1]


def cell_decay(inner, outer, psi, n=1500):
    """Lowest decay rate divided by D: sink at inner, no flux at outer."""
    edges = np.geomspace(inner, outer, n + 1)
    centres = np.sqrt(edges[:-1] * edges[1:])
    volume = np.diff(edges**3) / 3
    points = np.concatenate(([inner**2 / centres[0]], centres))
    link = edges[:-1]**2 / np.diff(points)
    bias = np.exp(0.5 * np.diff(psi(points)))
    diag = link / bias / volume
    diag[:-1] += link[1:] * bias[1:] / volume[:-1]
    off = -link[1:] / np.sqrt(volume[:-1] * volume[1:])
    return eigh_tridiagonal(diag, off, eigvals_only=True,
                            select='i', select_range=(0, 0))[0]


def screened_slowing(x, ratio):
    """Steady slowing by one screened acceptor; x = Rc/L, ratio = Rc/a."""
    def integrand(u):
        return np.exp(-u * np.exp(-x / u)) if u > 0 else 1.0
    split = min(10 * x, 0.5 * ratio)
    total = quad(integrand, 0, split, limit=200)[0]
    total += quad(integrand, split, ratio, limit=200)[0]
    return total - 1.0


def walkers_among_acceptors(n_walk=12000, n_steps=800):
    """Brownian survival in a periodic neutral box (side 1, D = 1)."""
    rng = np.random.default_rng(7)
    traps = rng.random((4, 3))
    rc, sink, alpha, n = 0.3, 0.05, 6.0, 40
    tau = 1.0 / (4 * np.pi * rc * len(traps))
    dt = tau / n_steps
    f = np.fft.fftfreq(n, 1.0 / n)
    k = 2 * np.pi * np.array(np.meshgrid(f, f, f, indexing='ij'))
    k2 = (k**2).sum(axis=0)
    k2[0, 0, 0] = 1.0
    structure = sum(np.exp(-1j * np.tensordot(t, k, 1)) for t in traps)
    hat = 4 * np.pi * rc * np.exp(-k2 / (4 * alpha**2)) / k2 * structure
    hat[0, 0, 0] = 0.0      # uniform neutralising charge
    smooth = [np.fft.ifftn(1j * kc * hat).real * n**3 for kc in k]
    pos = rng.random((n_walk, 3))
    record = {}
    for step in range(n_steps + 1):
        d = pos[:, None, :] - traps[None, :, :]
        d -= np.rint(d)
        r = np.sqrt((d**2).sum(axis=2))
        alive = (r > sink).all(axis=1)
        pos, d, r = pos[alive], d[alive], r[alive]
        if step in (n_steps // 2, n_steps):
            record[step / n_steps] = len(pos) / n_walk
        if step == n_steps:
            break
        pull = rc * (erfc(alpha * r) / r**2 + 2 * alpha / np.sqrt(np.pi)
                     * np.exp(-(alpha * r)**2) / r) / r
        drift = -(pull[:, :, None] * d).sum(axis=1)
        for axis in range(3):
            drift[:, axis] += map_coordinates(
                smooth[axis], pos.T * n, order=1, mode='grid-wrap')
        pos = pos + drift * dt + np.sqrt(2 * dt) * rng.normal(size=pos.shape)
        pos %= 1.0
    return record, rc * (4 * np.pi * len(traps) / 3)**(1 / 3)


# Example values
D = diffusivity(T)
Rc = coulomb_radius(T)
L = debye_length(T, N_A)
tau = pairing_time(T, N_A)
b = (3 / (4 * np.pi * N_A))**(1 / 3)
mobility = q * D / (kB * T)
K = 4 * np.pi * D * Rc
print("INPUTS (rough silicon values)")
print(f"T = {T:.0f} K, relative permittivity = {eps_r}")
print(f"N_A = {N_A*1e-6:.1e} cm^-3, iron density = {N_Fe*1e-6:.1e} cm^-3")
print(f"D0 = {D0*1e4:.1e} cm^2/s, migration energy = {E_move:.2f} eV")
print(f"contact radius and jump length = {contact*1e9:.2f} nm")
print(f"levels above valence band: B {E_boron:.3f}, Fe {E_iron:.2f} eV")
print(f"pair binding = {E_bind:.2f} eV, pair sites per B = {N_near}")
print(f"site density = {N_sites*1e-6:.1e} cm^-3, "
      f"Nv(300 K) = {Nv300*1e-6:.1e} cm^-3")
print("MAIN RESULTS")
print(f"kT = {kB*T/q:.5f} eV, D = {D*1e4:.3e} cm^2/s")
print(f"iron mobility = {mobility*1e4:.3e} cm^2/Vs")
print(f"Coulomb radius Rc = {Rc*1e9:.3f} nm, Debye length L = {L*1e9:.2f} nm")
print(f"cell radius b = {b*1e9:.2f} nm, Rc/b = {Rc/b:.4f}")
print(f"capture coefficient K = {K*1e6:.3e} cm^3/s")
print(f"pairing time tau = {tau:.0f} s = {tau/60:.1f} min")

# One acceptor: integrated equation against closed capture radius
print("ONE ACCEPTOR: capture radius / Rc, integrated and formula")
for ratio in (0.5, 2.0, Rc / contact):
    numeric = capture_radius_ode(ratio)
    formula = 1 / (1 - np.exp(-ratio))
    assert abs(numeric / formula - 1) < 1e-6
    print(f"Rc/a = {ratio:.2f}: {numeric:.6f}, {formula:.6f}")
tau_ode = 1 / (N_A * 4 * np.pi * D * Rc * capture_radius_ode(Rc / contact))
assert abs(tau_ode / tau - 1) < 1e-6

# Escape probability from the radius where one jump gains kT
r_jump = np.sqrt(Rc * contact)
far = 1000.0
walk = solve_ivp(lambda r, y: [y[1], (1 / r**2 - 2 / r) * y[1]],
                 (contact / Rc, far), [0.0, 1.0], rtol=1e-9, atol=1e-9,
                 t_eval=[r_jump / Rc, far])
escape_num = walk.y[0, 0] / walk.y[0, 1]
escape = np.exp(-Rc / r_jump)
assert abs(escape_num / escape - 1) < 0.01
print(f"one jump gains kT at r = {r_jump*1e9:.2f} nm")
print(f"escape probability there: integrated {escape_num:.5f}, "
      f"formula {escape:.5f}")

# Neutral cell: decay rate times tau must be 1 at any density
print("NEUTRAL CELL, uniform holes: decay rate x tau")
for rc_b in (Rc / b, 0.5, 1.0):
    def psi_uniform(r, s=rc_b):
        return s * (1 / r + r**2 / 2)
    scaled = cell_decay(rc_b / 20, 1.0, psi_uniform) / (3 * rc_b)
    assert abs(scaled - 1) < 2e-3
    print(f"Rc/b = {rc_b:.3f}: {scaled:.5f}")
s = Rc / b
coarse = cell_decay(s / 20, 1.0, lambda r: s * (1/r + r**2/2), 750) / (3*s)
fine = cell_decay(s / 20, 1.0, lambda r: s * (1/r + r**2/2), 1500) / (3*s)
assert abs(fine - coarse) < 1e-3
print(f"shift from 750 to 1500 radial cells = {fine-coarse:.1e}")
neutral = cell_decay(s, 1.0, lambda r: 0 * r) / (3 * s)
assert neutral > 1.1
print(f"uncharged sphere of radius Rc, same cell: {neutral:.4f}")

# Random acceptors with strongly overlapping Coulomb spheres
survival, walk_ratio = walkers_among_acceptors()
print(f"RANDOM ACCEPTORS, Brownian walkers, Rc/b = {walk_ratio:.3f}")
for time, fraction in survival.items():
    assert abs(fraction - np.exp(-time)) < 0.02   # about four standard errors
    print(f"t/tau = {time:.1f}: unpaired {fraction:.4f}, "
          f"exponential law {np.exp(-time):.4f}")

# Apparent activation energy by finite difference
h = 0.01
slope = ((np.log(pairing_time(T + h, N_A)) - np.log(pairing_time(T - h, N_A)))
         / (q / (kB * (T + h)) - q / (kB * (T - h))))
assert abs(slope - (E_move - kB * T / q)) < 1e-5
print(f"apparent activation energy of tau = {slope:.4f} eV")

# Response of holes to the acceptor charge
print("NEGLECTED EFFECTS")
x_small = 0.003
assert abs(screened_slowing(x_small, 40.0) / x_small - 1) < 0.05
beta = b / L
C = np.exp(-beta) * (1 + beta) / (beta * np.cosh(beta) - np.sinh(beta))


def psi_response(r):
    return s * (np.exp(-beta * r) + C * np.sinh(beta * r)) / r


mean_holes = quad(lambda r: 3 * r**2 * psi_response(r), 1e-12, 1)[0]
assert abs(mean_holes - 1) < 1e-6      # the cell is neutral
response = cell_decay(s / 20, 1.0, psi_response) / (3 * s)
print(f"hole response, ordered cell: tau longer by {100*(1/response-1):.2f} %")
for density in (1e21, 1e22, 1e23):
    x = Rc / debye_length(T, density)
    slow = screened_slowing(x, Rc / contact)
    print(f"N_A = {density*1e-6:.0e} cm^-3: tau = "
          f"{pairing_time(T, density):.3e} s, Rc/L = {x:.4f}, "
          f"isolated screened slowing {100*slow:.1f} %")

# Charge states and dissociation at temperatures of use
for temp in (300.0, 330.0, 360.0):
    kt = kB * temp / q
    Nv = Nv300 * (temp / 300)**1.5
    n1 = Nv / 4 * np.exp(-E_boron / kt)
    holes = 2 * N_A / (1 + np.sqrt(1 + 4 * N_A / n1))
    assert abs(holes**2 / (N_A - holes) / n1 - 1) < 1e-6
    fermi = kt * np.log(Nv / holes)
    iron0 = 1 / (1 + np.exp((E_iron - fermi) / kt))
    free = 1 / (1 + N_near * N_A / N_sites * np.exp(E_bind / kt))
    print(f"{temp:.0f} K: tau = {pairing_time(temp, N_A):.1f} s; neutral B "
          f"{100*(1-holes/N_A):.2f} %, neutral Fe {100*iron0:.2f} %, "
          f"unpaired at equilibrium {100*free:.3f} %")
print(f"finite contact radius: relative change of tau "
      f"{np.exp(-Rc/contact):.1e}")
print(f"largest share of acceptors used up by iron = {100*N_Fe/N_A:.3f} %")

print("all tests passed")
```

Printed output:

```
INPUTS (rough silicon values)
T = 300 K, relative permittivity = 11.7
N_A = 1.0e+16 cm^-3, iron density = 1.0e+12 cm^-3
D0 = 1.0e-03 cm^2/s, migration energy = 0.67 eV
contact radius and jump length = 0.24 nm
levels above valence band: B 0.045, Fe 0.38 eV
pair binding = 0.60 eV, pair sites per B = 4
site density = 5.0e+22 cm^-3, Nv(300 K) = 3.0e+19 cm^-3
MAIN RESULTS
kT = 0.02585 eV, D = 5.553e-15 cm^2/s
iron mobility = 2.148e-13 cm^2/Vs
Coulomb radius Rc = 4.761 nm, Debye length L = 40.88 nm
cell radius b = 28.79 nm, Rc/b = 0.1653
capture coefficient K = 3.322e-20 cm^3/s
pairing time tau = 3010 s = 50.2 min
ONE ACCEPTOR: capture radius / Rc, integrated and formula
Rc/a = 0.50: 2.541494, 2.541494
Rc/a = 2.00: 1.156518, 1.156518
Rc/a = 19.84: 1.000000, 1.000000
one jump gains kT at r = 1.07 nm
escape probability there: integrated 0.01165, formula 0.01163
NEUTRAL CELL, uniform holes: decay rate x tau
Rc/b = 0.165: 1.00000
Rc/b = 0.500: 1.00000
Rc/b = 1.000: 1.00000
shift from 750 to 1500 radial cells = -2.7e-06
uncharged sphere of radius Rc, same cell: 1.3877
RANDOM ACCEPTORS, Brownian walkers, Rc/b = 0.768
t/tau = 0.5: unpaired 0.6119, exponential law 0.6065
t/tau = 1.0: unpaired 0.3733, exponential law 0.3679
apparent activation energy of tau = 0.6441 eV
NEGLECTED EFFECTS
hole response, ordered cell: tau longer by 0.98 %
N_A = 1e+15 cm^-3: tau = 3.010e+04 s, Rc/L = 0.0368, isolated screened slowing 3.5 %
N_A = 1e+16 cm^-3: tau = 3.010e+03 s, Rc/L = 0.1164, isolated screened slowing 10.4 %
N_A = 1e+17 cm^-3: tau = 3.010e+02 s, Rc/L = 0.3682, isolated screened slowing 29.4 %
300 K: tau = 3010.4 s; neutral B 0.75 %, neutral Fe 0.12 %, unpaired at equilibrium 0.010 %
330 K: tau = 313.9 s; neutral B 0.56 %, neutral Fe 0.54 %, unpaired at equilibrium 0.086 %
360 K: tau = 48.1 s; neutral B 0.43 %, neutral Fe 1.86 %, unpaired at equilibrium 0.496 %
finite contact radius: relative change of tau 2.4e-09
largest share of acceptors used up by iron = 0.010 %
all tests passed
```
